**Generalized normal ordering and the cumulant Wick theorem on a fermionic Fock space**

For a reference ρ that commutes with the particle number, a product of normal-ordered strings {…} equals the signed sum over contractions not lying inside one factor, with two-leg values γ^p_q = ⟨a†_p a_q⟩ or η^p_q = δ_pq − γ^p_q and 2k-leg values given by the density cumulants λ_k. The program builds {…} as 256 × 256 matrices for eight spin orbitals from a recursion that uses means of plain strings alone, and compares them with the cumulant sum for a complex ensemble mixing 3, 4 and 5 particles. It asserts antisymmetry, the operator identity for products of two two-body strings, for a plain eight-operator string and for three factors, the closed formulas for ⟨XY⟩, ⟨FF′⟩ and ⟨FY⟩ (X, Y two-body, F, F′ one-body), the cancellation of terms without a two-leg contraction in the commutator, and the failure of the identity when λ_4 or all cumulants are dropped or internal contractions are allowed. It also asserts that λ_2 to λ_4 vanish for a rotated determinant, have no mixed elements for a fragment product state and carry active indices alone for a CAS state, and that Σ_q λ^{pq}_{rq} = (γ² − γ)^p_r at fixed particle number. For linear H₄ (1.5 Å, STO-3G) it asserts H = E0 + F + V as a matrix identity, agreement of the energies with PySCF, and agreement of the Wick and matrix values of the variance ⟨FF⟩ + 2⟨FV⟩ + ⟨VV⟩. The output shows 50 of 131 full contractions surviving, errors below 1e-14 in the ensemble identities, and a variance of zero for FCI and 72.70 eV² for CASCI(2,2), which become 193.90 and 95.74 eV² without λ_4.

## Verification by program

```python
# Generalized (Mukherjee-Kutzelnigg) normal ordering {..} for a reference rho with [rho,N]=0.
# Definition (moments only): a string S = sum over subsets T of  sign <T> {S without T}.
# Theorem tested: a product of {..} strings = signed sum over contractions not inside one
# factor: gamma^p_q=<p+ q>, eta^p_q=<q p+>=delta-gamma, 2k-leg cumulants lambda_k.
# a^{pq}_{rs}=p+ q+ s r; X=1/4 x[pqrs]{a^{pq}_{rs}}, Y likewise; F=f[pr]{p+ r}.
# An operator is (mode, dagger); all matrices act on the Fock space of 8 spin orbitals.
import numpy as np
from itertools import combinations, product
from scipy.linalg import expm
from scipy.constants import physical_constants
from pyscf import gto, scf, fci, mcscf

EV = physical_constants['Hartree energy in eV'][0]
n = 8; dim = 2**n; basis = np.arange(dim); eye = np.eye(dim)
rng = np.random.default_rng(7)
pop = np.array([bin(i).count('1') for i in basis])
parity = [1.0 - 2*(pop[basis & ((1 << p) - 1)] % 2) for p in range(n)]
sets = {k: list(combinations(range(n), k)) for k in range(1, 5)}
pos = {k: {s: i for i, s in enumerate(sets[k])} for k in sets}
es = lambda *a: np.einsum(*a, optimize=True)

def action(ops):
    cur, amp = basis.copy(), np.ones(dim)
    for p, dag in reversed(ops):
        amp = amp*parity[p][cur]*(((cur >> p) & 1) != dag)
        cur = cur ^ (1 << p)
    return cur, amp
def string(ops):
    cur, amp = action(ops); m = np.zeros((dim, dim)); m[cur, basis] = amp
    return m
def exc(up, lo): return tuple((p, 1) for p in up) + tuple((q, 0) for q in reversed(lo))
def front_sign(c): return (-1)**sum(x - j for j, x in enumerate(c))
def perm_sign(o): return (-1)**sum(a > b for a, b in combinations(o, 2))
def index_map(tuples, k):
    ok = [len(set(t)) == k for t in tuples]
    return (np.array([pos[k][tuple(sorted(t))] if g else 0 for t, g in zip(tuples, ok)]),
            np.array([perm_sign(t) if g else 0 for t, g in zip(tuples, ok)]))
maps = {2: index_map(list(product(range(n), repeat=2)), 2),
        3: index_map(list(product(range(n), repeat=3)), 3),
        4: index_map([a + c for a in sets[2] for c in sets[2]], 4)}
pa, pb = np.array(sets[2]).T
def pack(x): return x[pa, pb][:, pa, pb]

class Reference:
    def __init__(self, psi):               # rho = psi psi^dagger, columns carry sqrt(weight)
        self.rho = psi @ psi.conj().T; self.cache = {}; self.mcache = {}
        self.mom, self.lam = {}, {}
        for k in range(1, 5):
            u = np.zeros((len(sets[k]),) + psi.shape, psi.dtype)
            for i, q in enumerate(sets[k]):
                cur, amp = action(exc((), q)); u[i][cur] = amp[:, None]*psi
            u = u.reshape(len(u), -1); self.mom[k] = u.conj() @ u.T
            lam = self.mom[k].copy()
            sub = lambda c: np.array([pos[len(c)][tuple(s[i] for i in c)] for s in sets[k]])
            for j in range(1, k):
                for cu, cl in product(combinations(range(k), j), repeat=2):
                    if cu[0] != 0: continue
                    ru = [i for i in range(k) if i not in cu]; rl = [i for i in range(k) if i not in cl]
                    lam -= (front_sign(cu)*front_sign(cl)*self.lam[j][np.ix_(sub(cu), sub(cl))]
                            * self.mom[k - j][np.ix_(sub(ru), sub(rl))])
            self.lam[k] = lam
        full = lambda k: np.outer(maps[k][1], maps[k][1])*self.lam[k][np.ix_(maps[k][0], maps[k][0])]
        self.g = self.lam[1]; self.e = np.eye(n) - self.g
        self.l2 = full(2).reshape((n,)*4); self.l3 = full(3).reshape((n,)*6)
        self.l4 = full(4).reshape((28,)*4)
    def mean(self, m): return np.sum(self.rho.T*m)
    def moment(self, ops):
        if ops not in self.mcache:
            cur, amp = action(ops); self.mcache[ops] = np.sum(self.rho[basis, cur]*amp)
        return self.mcache[ops]
    def order(self, ops):                  # {ops} from the definition, no cumulants used
        if not ops: return eye
        if ops not in self.cache:
            m = string(ops).astype(self.rho.dtype)
            for size in range(1, len(ops) + 1):
                for c in combinations(range(len(ops)), size):
                    mu = self.moment(tuple(ops[i] for i in c))
                    if mu != 0:
                        m -= front_sign(c)*mu*self.order(tuple(o for i, o in enumerate(ops) if i not in c))
            self.cache[ops] = m
        return self.cache[ops]
    def contraction(self, b):
        if len(b) == 2:
            return self.g[b[0][0], b[1][0]] if b[0][1] else self.e[b[1][0], b[0][0]]
        k = len(b)//2
        o = sorted(range(2*k), key=lambda i: (-b[i][1], b[i][0] if b[i][1] else -b[i][0]))
        up = tuple(b[i][0] for i in o[:k]); lo = tuple(b[i][0] for i in reversed(o[k:]))
        if len(set(up)) < k or len(set(lo)) < k: return 0.0
        return perm_sign(o)*self.lam[k][pos[k][up], pos[k][lo]]
    def wick(self, factors, kmin=1, kmax=4, internal=False):
        ops = sum(factors, ()); lab = [i for i, f in enumerate(factors) for _ in f]; memo = {(): (1.0, 1)}
        balanced = lambda t: 2*sum(ops[i][1] for i in t) == len(t)
        def full(t):
            if t not in memo:
                val, cnt, rest = 0.0, 0, t[1:]
                for size in range(2*kmin - 1, min(len(rest), 2*kmax - 1) + 1, 2):
                    for c in combinations(range(len(rest)), size):
                        b = (t[0],) + tuple(rest[i] for i in c)
                        if not balanced(b) or (not internal and len({lab[i] for i in b}) == 1): continue
                        v, m = full(tuple(x for x in rest if x not in b))
                        val += front_sign(c)*self.contraction([ops[i] for i in b])*v; cnt += m
                memo[t] = (val, cnt)
            return memo[t]
        out = np.zeros((dim, dim), self.rho.dtype)
        for size in range(0, len(ops) + 1, 2):
            for t in combinations(range(len(ops)), size):
                if balanced(t) and full(t)[0] != 0:
                    out += front_sign(t)*full(t)[0]*self.order(tuple(o for i, o in enumerate(ops) if i not in t))
        return out, full(tuple(range(len(ops))))[1]
    def one_body(self, f):
        return sum(f[p, r]*self.order(exc((p,), (r,))) for p in range(n) for r in range(n))
    def two_body(self, *xs):
        out = [np.zeros((dim, dim), self.rho.dtype) for _ in xs]
        for (p, q), (r, s) in product(sets[2], repeat=2):
            if max(abs(x[p, q, r, s]) for x in xs) < 1e-14: continue
            ops = exc((p, q), (r, s)); m = self.order(ops); del self.cache[ops]
            for o, x in zip(out, xs): o += x[p, q, r, s]*m
        return out
    def ff(self, f, h): return es('pr,tv,pv,tr', f, h, self.g, self.e) + es('pr,tv,ptrv', f, h, self.l2)
    def fy(self, f, y):
        return (-es('pr,tuvw,pv,turw', f, y, self.g, self.l2)/2 + es('pr,tuvw,tr,puvw', f, y, self.e, self.l2)/2
                + es('pr,tuvw,pturvw', f, y, self.l3)/4)
    def xy(self, x, y):
        g, e, l2, l3, h = self.g, self.e, self.l2, self.l3, 'pqrs,tuvw,'
        return {'g g e e': es(h + 'pv,qw,tr,us', x, y, g, g, e, e)/4,
                'g g l2': es(h + 'pv,qw,turs', x, y, g, g, l2)/8,
                'e e l2': es(h + 'tr,us,pqvw', x, y, e, e, l2)/8,
                'g e l2': es(h + 'pv,tr,qusw', x, y, g, e, l2),
                'l2 l2 (pq,vw)': es(h + 'pqvw,turs', x, y, l2, l2)/16,
                'l2 l2 (pq,rv)': -es(h + 'pqrv,tusw', x, y, l2, l2)/4,
                'l2 l2 (pt,rs)': -es(h + 'ptrs,quvw', x, y, l2, l2)/4,
                'l2 l2 (pt,rv)': es(h + 'ptrv,qusw', x, y, l2, l2)/2,
                'g l3': es(h + 'pv,qtursw', x, y, g, l3)/4,
                'e l3': -es(h + 'tr,pqusvw', x, y, e, l3)/4,
                'l4': es('ab,cd,acbd', pack(x), pack(y), self.l4)}

err = lambda a, b: np.abs(a - b).max()
crand = lambda *s: rng.normal(size=s) + 1j*rng.normal(size=s)
for p, q in [(0, 0), (1, 5), (6, 6), (7, 2)]:      # anticommutation relations
    assert err(string(((p, 0), (q, 1))) + string(((q, 1), (p, 0))), (p == q)*eye) == 0
    assert err(string(((p, 0), (q, 0))), -string(((q, 0), (p, 0)))) == 0

# complex ensemble mixing N = 3, 4, 5
psi = crand(dim, 3)*np.stack([pop == 3, pop == 4, pop == 5], 1)
R = Reference(psi/np.linalg.norm(psi, axis=0)*np.sqrt([0.2, 0.5, 0.3]))
s0 = ((1, 1), (2, 0), (2, 1), (1, 0), (4, 0), (5, 1)); e_anti = 0
assert np.abs(R.order(s0)).max() > 1e-2
for _ in range(4):
    o = list(rng.permutation(6))
    e_anti = max(e_anti, err(R.order(tuple(s0[i] for i in o)), perm_sign(o)*R.order(s0)))
assert e_anti < 1e-11
octets = [(0, 1, 2, 3, 2, 3, 0, 1), (0, 1, 2, 4, 4, 5, 6, 1), (0, 1, 0, 1, 1, 2, 1, 2)]
octets += [tuple(int(i) for _ in range(4) for i in rng.choice(6, 2, replace=False)) for _ in range(3)]
e_w = e_no4 = e_nol = e_int = 0
for o in octets:
    R.cache.clear(); A, B = exc(o[0:2], o[2:4]), exc(o[4:6], o[6:8])
    exact = R.order(A) @ R.order(B); w, n_cross = R.wick([A, B])
    e_w = max(e_w, err(exact, w)); e_no4 = max(e_no4, err(exact, R.wick([A, B], kmax=3)[0]))
    e_nol = max(e_nol, err(exact, R.wick([A, B], kmax=1)[0]))
    e_int = max(e_int, err(exact, R.wick([A, B], internal=True)[0]))
assert e_w < 1e-11 and e_no4 > 1e-5 and e_nol > 1e-3 and e_int > 1e-3
R.cache.clear(); A, B = exc((0, 1), (2, 3)), exc((2, 3), (0, 4))
w, n_all = R.wick([(x,) for x in A + B]); e_plain = err(w, string(A + B)); assert e_plain < 1e-11
np_ab, np_ba = R.wick([A, B], kmin=2)[0], R.wick([B, A], kmin=2)[0]   # terms with no pair contraction
assert err(np_ab, np_ba) < 1e-11 and np.abs(np_ab).max() > 1e-3
R.cache.clear(); fs = [((0, 1), (1, 1), (2, 0)), ((1, 0), (2, 1)), ((3, 0),)]
e_3 = err(R.order(fs[0]) @ R.order(fs[1]) @ R.order(fs[2]), R.wick(fs)[0]); assert e_3 < 1e-11
R.cache.clear()
def anti(x):
    x = x - x.transpose(1, 0, 2, 3); return (x - x.transpose(0, 1, 3, 2))/2
x, y, f1, f2 = anti(crand(n, n, n, n)), anti(crand(n, n, n, n)), crand(n, n), crand(n, n)
X, Y = R.two_body(x, y); F1, F2 = R.one_body(f1), R.one_body(f2)
txy, tyx = R.xy(x, y), R.xy(y, x); e_xy = abs(sum(txy.values()) - R.mean(X @ Y))
assert e_xy < 1e-9 and min(abs(v) for v in txy.values()) > 1e-4
assert abs(R.ff(f1, f2) - R.mean(F1 @ F2)) < 1e-10 and abs(R.fy(f1, y) - R.mean(F1 @ Y)) < 1e-10
keep = [k for k in txy if k[0] != 'l']              # commutator without lambda4 and lambda2*lambda2
e_com = abs(sum(txy[k] - tyx[k] for k in keep) - R.mean(X @ Y - Y @ X)); assert e_com < 1e-9
R.cache.clear()
print(f"full contractions, plain 8-string / two factors: {n_all} / {n_cross}")
print(f"ensemble: antisymmetry {e_anti:.0e}, {{}}{{}} {e_w:.0e}, plain {e_plain:.0e}, 3 factors {e_3:.0e}")
print(f"ensemble: <XY> error {e_xy:.0e} (|<XY>|={abs(R.mean(X @ Y)):.3f}), <[X,Y]> error {e_com:.0e}")
print(f"controls: no l4 {e_no4:.2e}, no cumulants {e_nol:.2e}, internal allowed {e_int:.2e}")

# rotated determinant and fragment product state
k = rng.normal(size=(n, n)); k -= k.T
K = sum(k[p, q]*string(exc((p,), (q,))) for p in range(n) for q in range(n))
D = Reference(expm(K)[:, [0b1111]])
assert max(np.abs(D.lam[j]).max() for j in (2, 3, 4)) < 1e-11 and abs(D.g - np.diag(np.diag(D.g))).max() > 0.05
ca, cb = crand(16)*(pop[:16] == 2), crand(16)*(pop[:16] == 2)
v0 = np.kron(cb, ca); P = Reference((v0/np.linalg.norm(v0))[:, None])
for j in (2, 3, 4):
    mix = np.array([[min(a + b) < 4 <= max(a + b) for b in sets[j]] for a in sets[j]])
    assert np.abs(P.lam[j][mix]).max() < 1e-12 and np.abs(P.mom[j][mix]).max() > 1e-2
    assert np.abs(P.lam[j][~mix]).max() > 1e-4

# linear H4, STO-3G; spin orbital 2i + spin
d = 1.5
mol = gto.M(atom=[('H', (0, 0, i*d)) for i in range(4)], basis='sto-3g', verbose=0)
mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-12; mf.kernel(); C = mf.mo_coeff
sp, sg = np.arange(n)//2, np.arange(n) % 2; same = (sg[:, None] == sg[None, :])*1.0
h = (C.T @ mf.get_hcore() @ C)[np.ix_(sp, sp)]*same
eri = es('ijkl,ip,jq,kr,ls->pqrs', mol.intor('int2e'), C, C, C, C)[np.ix_(sp, sp, sp, sp)]
phys = (eri*same[:, :, None, None]*same[None, None]).transpose(0, 2, 1, 3)
v = phys - phys.transpose(0, 1, 3, 2)
H = mol.energy_nuc()*eye + sum(h[p, q]*string(exc((p,), (q,))) for p in range(n) for q in range(n))
for a, b in product(sets[2], repeat=2):
    if abs(v[a + b]) > 1e-14: H += v[a + b]*string(exc(a, b))
sz0 = (pop[basis & 0b01010101] == 2) & (pop[basis & 0b10101010] == 2)
spaces = {'FCI': sz0, 'CAS': sz0 & ((basis & 0b11000011) == 0b11)}
pyscf_e = {'FCI': fci.FCI(mf).kernel()[0], 'CAS': mcscf.CASCI(mf, 2, 2).kernel()[0]}
Sp = sum(string(exc((2*i,), (2*i + 1,))) for i in range(4))
print(f"linear H4 STO-3G, spacing {d} A; 1 hartree = {EV:.6f} eV; E(RHF) = {mf.e_tot*EV:.4f} eV")
rows = {}
for name, mask in spaces.items():
    w, c = np.linalg.eigh(H[np.ix_(mask, mask)]); assert abs(w[0] - pyscf_e[name]) < 1e-8
    psi = np.zeros((dim, 1)); psi[mask, 0] = c[:, 0]; M = Reference(psi)
    assert err(es('pqrq->pr', M.l2), M.g @ M.g - M.g) < 1e-11
    if name == 'CAS':
        for j in (2, 3, 4):
            out = np.array([[min(a + b) < 2 or max(a + b) > 5 for b in sets[j]] for a in sets[j]])
            assert np.abs(M.lam[j][out]).max() < 1e-12 and np.abs(M.lam[j][~out]).max() > 1e-5
    f = h + es('pqrs,qs->pr', v, M.g)
    e0 = mol.energy_nuc() + np.sum(h*M.g) + es('pqrs,pr,qs', v, M.g, M.g)/2 + np.sum(v*M.l2)/4
    F, V = M.one_body(f), M.two_body(v)[0]
    assert err(H, e0*eye + F + V) < 1e-10 and abs(e0 - w[0]) < 1e-10
    t = M.xy(v, v); vv, ff, fv = sum(t.values()), M.ff(f, f), M.fy(f, v)
    assert abs(vv - M.mean(V @ V)) < 1e-10 and abs(ff - M.mean(F @ F)) < 1e-10
    assert abs(fv - M.mean(F @ V)) < 1e-10
    var = M.mean(H @ H) - M.mean(H)**2; assert abs(ff + 2*fv + vv - var) < 1e-10
    assert (abs(var) < 1e-10 and vv > 1e-3) if name == 'FCI' else var > 1e-3
    occ = np.sort(np.linalg.eigvalsh(M.g[::2, ::2] + M.g[1::2, 1::2]))[::-1]
    print(f"{name}: E0 = {e0*EV:.4f} eV = {e0:.6f} hartree, l2 part {np.sum(v*M.l2)/4*EV:.4f} eV")
    print(f"{name}: <S^2> = {abs(M.mean(Sp.T @ Sp)):.4f}, top weights", np.round(np.sort(c[:, 0]**2)[::-1][:2], 4))
    print(f"{name}: natural occupations", np.round(occ, 4))
    print(f"{name}: max|l2|,|l3|,|l4| =", ", ".join(f"{np.abs(M.lam[j]).max():.4f}" for j in (2, 3, 4)))
    t.update({'<VV> Wick': vv, '<VV> matrix': M.mean(V @ V), '<FF>': ff, '2<FV>': 2*fv,
              'variance Wick': ff + 2*fv + vv, 'variance matrix': var, 'variance w/o l4': ff + 2*fv + vv - t['l4']})
    rows[name] = t
print(f"{'term (eV^2)':18s}{'FCI':>12s}{'CAS(2,2)':>12s}")
for key in rows['FCI']:
    print(f"{key:18s}{rows['FCI'][key]*EV**2:12.5f}{rows['CAS'][key]*EV**2:12.5f}")
sd = np.sqrt(rows['CAS']['variance Wick'])
print(f"CAS energy spread = {sd*EV:.4f} eV = {sd:.6f} hartree")
print("OK")
```

Output:

```
full contractions, plain 8-string / two factors: 131 / 50
ensemble: antisymmetry 2e-16, {}{} 1e-15, plain 2e-16, 3 factors 2e-16
ensemble: <XY> error 2e-15 (|<XY>|=1.329), <[X,Y]> error 7e-15
controls: no l4 5.37e-03, no cumulants 1.25e-01, internal allowed 9.41e-01
linear H4 STO-3G, spacing 1.5 A; 1 hartree = 27.211386 eV; E(RHF) = -49.7734 eV
FCI: E0 = -54.3180 eV = -1.996150 hartree, l2 part -11.7979 eV
FCI: <S^2> = 0.0000, top weights [0.7496 0.1063]
FCI: natural occupations [1.8221 1.6545 0.3513 0.1721]
FCI: max|l2|,|l3|,|l4| = 0.2969, 0.0571, 0.0649
CAS: E0 = -50.9811 eV = -1.873522 hartree, l2 part -3.2281 eV
CAS: <S^2> = 0.0000, top weights [0.9095 0.0905]
CAS: natural occupations [2.    1.819 0.181 0.   ]
CAS: max|l2|,|l3|,|l4| = 0.2869, 0.0674, 0.0406
term (eV^2)                FCI    CAS(2,2)
g g e e               84.00358    68.21332
g g l2               -65.96518   -19.47689
e e l2               -67.73261   -20.20769
g e l2               323.14909   106.51334
l2 l2 (pq,vw)         84.86682    16.51267
l2 l2 (pq,rv)        -71.50545   -10.42157
l2 l2 (pt,rs)        -71.50545   -10.42157
l2 l2 (pt,rv)        339.86255    52.07441
g l3                 -98.00195   -24.78776
e l3                -108.89932   -26.07577
l4                  -193.90097   -23.03499
<VV> Wick            154.37111   108.88751
<VV> matrix          154.37111   108.88751
<FF>                 154.37111    37.06518
2<FV>               -308.74222   -73.25210
variance Wick         -0.00000    72.70060
variance matrix       -0.00000    72.70060
variance w/o l4      193.90097    95.73559
CAS energy spread = 8.5265 eV = 0.313342 hartree
OK
```
